# Ripple instability of a surface under uniaxial stress: angular dependence, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the energy density at the surface

**A case that can be seen through.** Take a deep solid with a flat free surface, pulled along the in-plane direction $x$ by a uniform stress $\sigma$. Cut straight grooves into the surface, running parallel to $x$. Every groove wall contains the direction $x$, so its normal $\mathbf n$ has $n_x=0$. The force per area that the uniform stress would exert across such a wall is $\sigma_{ij}n_j$. Since the only nonzero stress component is $\sigma_{xx}=\sigma$, this force is $\sigma n_x=0$.

The uniform stress therefore leaves the grooved surface free of traction. It also satisfies equilibrium and gives a uniform, compatible strain, so it is still the solution. The solid can be pictured as a bundle of fibres along $x$: moving fibres from the troughs to the crests changes the load of none of them. The energy density is the same everywhere, and if the volume is unchanged, so is the elastic energy. This holds for any groove depth.

Now turn the grooves so that they run across the stress. The fibres near the surface end on the groove walls, where no force can hold their ends. The stress must pass beneath the troughs, and the crests are partly unloaded. Moving material from a trough to a crest now takes it from a highly strained place to a less strained one, and elastic energy is released. The question is how this release depends on the angle between these two extremes.

**Statement.** Let the surface be
$$h=a\cos k\xi ,$$
where $\xi$ is the in-plane coordinate along the wavevector and $\phi$ is the angle from the stress axis to the wavevector. Grooves parallel to the stress have $\phi=90^\circ$. For an isotropic, linearly elastic half-space of shear modulus $G$ and Poisson ratio $\nu$, the change of elastic energy per area, to second order in the slope $ak$, is
$$\Delta E=-\frac{\sigma^2ka^2}{4G}\,F(\phi),\qquad F=\cos^2\phi\,(1-\nu\cos^2\phi). \tag{1}$$

The stress $\sigma$ is the ordinary bulk stress in the material next to the surface, a force per area. It is not the excess surface stress, a force per length, which is taken as zero here. The mean height is held fixed, and so is the strain far below the surface. The solid is much deeper than the ripple wavelength.

### How the energy changes when the surface moves

Let $w$ be the strain energy per volume, and suppose that the solid is in elastic equilibrium under a surface $h(\xi)$. Move the surface to $h+\delta h$. Two things change the energy.

First, a layer of thickness $\delta h$, measured along $z$, is added or removed. Added material continues the strain of the material below it. This contributes $w\,\delta h$ per unit projected area, with $w$ taken at the surface.

Second, the displacement in the old volume readjusts by some $\delta u_i$. The corresponding energy is
$$\int \sigma_{ij}\,\partial_j\delta u_i\,dV=\oint \sigma_{ij}n_j\,\delta u_i\,dA-\int(\partial_j\sigma_{ij})\,\delta u_i\,dV .$$
The volume term vanishes by equilibrium. The surface integral vanishes on the free surface because the traction is zero there, and at great depth because the displacement is held. The contributions of the vertical sides of one period cancel by periodicity. To first order in $\delta h$, then,
$$\delta E=\langle w\,\delta h\rangle , \tag{2}$$
where angle brackets denote the mean over a period. The surface energy density is thus the elastic cost of adding unit volume at that place.

### The load created by the ripple

Use axes $(\xi,\eta,z)$, with $\eta$ in the surface at $90^\circ$ from $\xi$ and $z$ pointing out of the solid. Write $c=\cos\phi$ and $s=\sin\phi$. The unit vector along the stress has components $c$ along $\xi$ and $-s$ along $\eta$, so the uniform stress has components
$$\sigma^0_{\xi\xi}=\sigma c^2,\qquad \sigma^0_{\xi\eta}=-\sigma cs,\qquad \sigma^0_{\eta\eta}=\sigma s^2 . \tag{3}$$

The surface normal is proportional to $(-h',0,1)$, with $h'=dh/d\xi$. Let $\sigma^1_{ij}$ be the stress correction caused by the ripple, of first order in the slope. Zero traction on the true surface requires
$$-(\sigma^0_{i\xi}+\sigma^1_{i\xi})h'+\sigma^1_{iz}=0 ,$$
because $\sigma^0_{iz}=0$. The product $\sigma^1_{i\xi}h'$ is of second order. Evaluating $\sigma^1_{iz}$ at $z=0$ instead of $z=h$ also makes a second-order error. What remains is
$$\sigma^1_{iz}(z=0)=\sigma^0_{i\xi}h' . \tag{4}$$

The ripple thus acts on a flat half-space like a tangential load. With $h'=-ak\sin k\xi$, this load is $T_\xi\sin k\xi$ along the wavevector and $T_\eta\sin k\xi$ across it, where
$$T_\xi=-ak\sigma c^2,\qquad T_\eta=+ak\sigma cs . \tag{5}$$
There is no normal load. Nothing depends on $\eta$, so in an isotropic solid the displacement $u_\eta$ separates from the pair $u_\xi,u_z$.

### Response to the load across the wavevector

For $u_\eta$ alone, equilibrium reads $G\nabla^2u_\eta=0$. The solution that decays into the solid, towards $z\to-\infty$, is
$$u_\eta=Ve^{kz}\sin k\xi .$$
Its surface stress is $\sigma_{\eta z}=G\,\partial_zu_\eta=GkV\sin k\xi$. Setting this equal to the load gives
$$V=\frac{T_\eta}{Gk}. \tag{6}$$

### Response to the load along the wavevector

The pair $u_\xi,u_z$ obeys
$$\nabla^2\mathbf u+\frac{1}{1-2\nu}\nabla\theta=0,\qquad \theta=\nabla\cdot\mathbf u .$$
The divergence of this equation gives $\nabla^2\theta=0$, so the decaying dilatation can be written as
$$\theta=2(1-2\nu)\,q\,e^{kz}\cos k\xi ,$$
with a constant $q$ to be found. Put $u_\xi=U(z)\sin k\xi$ and $u_z=W(z)\cos k\xi$. The equilibrium equations become
$$U''-k^2U=2kq\,e^{kz},\qquad W''-k^2W=-2kq\,e^{kz}.$$
Since $(ze^{kz})''-k^2ze^{kz}=2ke^{kz}$, their decaying solutions are
$$U=(A+qz)e^{kz},\qquad W=(D-qz)e^{kz}.$$

The constants follow from three conditions. The dilatation must agree with its definition, $kU+W'=2(1-2\nu)qe^{kz}$. The terms in $z$ cancel, leaving
$$k(A+D)-q=2(1-2\nu)q\quad\Rightarrow\quad k(A+D)=(3-4\nu)q .$$

The normal stress is $\sigma_{zz}=\lambda\theta+2G\,\partial_zu_z$, with $\lambda=2G\nu/(1-2\nu)$. It must vanish at $z=0$:
$$4G\nu q+2G(kD-q)=0\quad\Rightarrow\quad kD=(1-2\nu)q .$$
Subtraction gives $kA=2(1-\nu)q$.

Finally, the shear stress at the surface is $G[U'(0)-kW(0)]\sin k\xi$, and it must equal the load:
$$T_\xi=G(kA+q-kD)=G\,[2-2\nu+1-1+2\nu]\,q=2Gq .$$
The surface displacement amplitude is therefore
$$U(0)=A=\frac{2(1-\nu)q}{k}=\frac{(1-\nu)T_\xi}{Gk}. \tag{7}$$

For positive $\nu$ the surface yields less to a load along the wavevector than to one across it. For $\nu=0$ the two responses are equal.

### The energy density and the total energy

For a quadratic energy density, the first-order change is $\delta w=\sigma^0_{ij}\partial_ju_i$. Here $u_i$ does not depend on $\eta$, and $\sigma^0_{iz}=0$, so
$$\delta w=\sigma^0_{\xi\xi}\,\partial_\xi u_\xi+\sigma^0_{\xi\eta}\,\partial_\xi u_\eta .$$
From (5), (6) and (7), the surface strains are
$$\partial_\xi u_\xi=-\frac{(1-\nu)ak\sigma c^2}{G}\cos k\xi,\qquad
\partial_\xi u_\eta=+\frac{ak\sigma cs}{G}\cos k\xi .$$
Multiplying by the stresses (3) and using $h=a\cos k\xi$ gives
$$\delta w=-\frac{\sigma^2kh}{G}\left[(1-\nu)c^4+c^2s^2\right]. \tag{8}$$
With $s^2=1-c^2$, the bracket becomes
$$c^2[(1-\nu)c^2+1-c^2]=c^2(1-\nu c^2)=F .$$
Where $h>0$, at the crests, the energy density is lowered.

To obtain the total, let the amplitude grow by $\delta a$, so that $\delta h=\delta a\cos k\xi$. The uniform part of $w$ gives zero because the mean of the cosine is zero. Equation (2) and $\langle\cos^2k\xi\rangle=\tfrac12$ give
$$\frac{dE}{da}=-\frac{\sigma^2ka}{2G}F .$$
Integration from $0$ to $a$ yields (1).

### Reading the angular factor

The factor $\cos^2\phi$ has a simple origin. The load (4) points along the stress axis and has size $\sigma\cos\phi\,h'$. The energy density responds as $\delta w=\sigma\,\partial_xu_x=\sigma\cos\phi\,\partial_\xi u_x$. One cosine comes from the load, the other from the work. The remaining factor, $1-\nu\cos^2\phi$, is $Gk$ times the surface compliance for a load and a displacement both along the stress axis. In a crystal this compliance has another angular form, but the two cosines remain, since neither used isotropy.

With $x=\sin^2\phi$ the factor reads
$$F=(1-x)(1-\nu+\nu x)=(1-\nu)-(1-2\nu)x-\nu x^2 .$$
Its derivative with respect to $\cos^2\phi$ is $1-2\nu\cos^2\phi$, which is positive for $\nu<\tfrac12$. The maximum $1-\nu$ therefore lies at $\phi=0$, where the grooves run across the stress. At the incompressible limit $\nu=\tfrac12$ the term in $x$ vanishes and the maximum becomes flat, $F=\tfrac12(1-\sin^4\phi)$. Because $\sigma$ enters squared, tension and compression drive the ripple equally at this order.

For a general uniform in-plane stress, the same steps replace $\sigma^2F$ by
$$(1-\nu)(\sigma^0_{\xi\xi})^2+(\sigma^0_{\xi\eta})^2 . \tag{9}$$
Equal biaxial stress has $\sigma^0_{\xi\xi}=\sigma$ and $\sigma^0_{\xi\eta}=0$ at every angle. The factor is then $1-\nu$, with no preferred direction.

### From driving to growth

The surface energy $\gamma$, taken as isotropic, opposes the ripple. The added area costs $\gamma\langle h'^2\rangle/2=\gamma a^2k^2/4$, so the total energy change is
$$\Delta E_{\rm tot}=\frac{a^2k}{4}\left(\gamma k-\frac{\sigma^2F}{G}\right). \tag{10}$$
It is negative for $k<k_c$, with
$$k_c=\frac{\sigma^2F}{G\gamma}. \tag{11}$$

If atoms move by surface diffusion, their chemical potential is $\Omega(w-\gamma h'')$ up to a constant, where $\Omega$ is the atomic volume. With surface diffusivity $D_s$, site density $n_s$ and thermal energy $k_BT$, the atomic flux is $-(D_sn_s/k_BT)$ times the gradient of this potential. Conservation of volume then gives
$$\frac{\partial h}{\partial t}=M\frac{\partial^2}{\partial\xi^2}\left(w-\gamma h''\right),\qquad M=\frac{D_sn_s\Omega^2}{k_BT}.$$
Inserting (8), with $\partial_\xi^2\to-k^2$, gives the growth rate
$$r=Mk^2\left(\frac{\sigma^2Fk}{G}-\gamma k^2\right)=M\gamma(k_ck^3-k^4). \tag{12}$$
Its derivative vanishes when $3k_ck^2=4k^3$, that is, at $k=\tfrac34k_c$. The peak rate is
$$r_{\max}=M\gamma k_c^4\left(\frac{27}{64}-\frac{81}{256}\right)=\frac{27}{256}\,\frac{M\sigma^8F^4}{G^4\gamma^3}. \tag{13}$$
The growth rate thus selects direction through $F^4$, when each direction is allowed its own fastest wavelength.

## Second derivation: the energy of the correction field

**Symbols and results carried over.** The surface is $h=a\cos k\xi$, with $\xi$ along the wavevector, $\eta$ across it and $z$ outwards. The angle from the uniaxial stress $\sigma$ to the wavevector is $\phi$, with $c=\cos\phi$ and $s=\sin\phi$. The solid has shear modulus $G$, Poisson ratio $\nu$ and surface energy $\gamma$. To first order, the ripple loads a flat half-space with the tangential tractions $T_\xi\sin k\xi$ and $T_\eta\sin k\xi$, where $T_\xi=-ak\sigma c^2$ and $T_\eta=ak\sigma cs$. The result to be recovered is $\Delta E=-\sigma^2ka^2F/4G$, with $F=c^2(1-\nu c^2)$. Surface energy gives the critical wavenumber $k_c=\sigma^2F/G\gamma$, and surface diffusion selects $k=\tfrac34k_c$ with a peak rate proportional to $F^4/\gamma^3$.

The first route followed the energy density at the surface while the amplitude grew. The second treats the finished ripple at once. It works with stresses and a volume integral, and it needs neither the surface displacement nor the energy density there.

### An identity for the released energy

Let $u^0_i$ be the displacement of the uniformly stressed solid and $u^0_i+v_i$ that of the rippled one. The correction $v_i$ is periodic, and its strain vanishes at depth. With elastic constants $C_{ijkl}$, the energy in the rippled volume is
$$E=\int w_0\,dV+\int\sigma^0_{ij}\partial_jv_i\,dV+\frac12\int C_{ijkl}\,\partial_jv_i\,\partial_lv_k\,dV .$$
The first term is the uniform energy density times the volume. The volume is fixed, so this term does not change. Equilibrium makes $E$ stationary against every allowed variation $\delta v_i$:
$$\int\sigma^0_{ij}\,\partial_j\delta v_i\,dV+\int C_{ijkl}\,\partial_j\delta v_i\,\partial_lv_k\,dV=0 .$$
The field $v_i$ is itself an allowed variation. Choosing $\delta v_i=v_i$ shows that the linear term in $E$ equals minus twice the quadratic term. Hence
$$\Delta E=-\frac12\int C_{ijkl}\,\partial_jv_i\,\partial_lv_k\,dV . \tag{14}$$

The elastic energy released is the energy that the correction field would store if it existed alone. In a stable linear solid it cannot be negative. Within small-strain elasticity, then, no periodic reshaping at fixed volume and fixed remote strain can raise the elastic energy of the uniformly stressed solid, whatever its amplitude.

For small slope, $v_i$ is of first order. The integrand is already of second order, so the integral may be taken over the flat half-space $z<0$. The error is of higher order.

The first derivation has given the angular factor $F$ and the resulting growth law, and the identity (14) now equates the released elastic energy with the energy the correction field would store alone. It remains to calculate that energy for the two tangential loads, compare the two derivations, and apply the result to a bent silicon beam.
